\section*{Why Off-Diagonal Spectral Functions Can Be Negative or Complex}

\section*{A negative peak}

\textbf{Q:} I computed the spectral function between the two sites of a Hubbard dimer, and $A_{12}(\omega)$ has negative peaks. A spectral function is a density of probability for adding or removing an electron, so it cannot be negative. I suspect a sign error.

\textbf{A:} Which property of the spectral function gives you the probability?

\textbf{Q:} The Lehmann representation. Every pole carries a squared matrix element.

\textbf{A:} Let us write it with two indices and see whether the square survives. Take fermions at zero temperature, $\hbar=1$, and a normalised, nondegenerate $N$-electron ground state $|0\rangle$ of energy $E_0$. The operators $c_i$ annihilate an electron of fixed spin in orthonormal orbitals $\phi_i$. With $c_i(\tau)=e^{iH\tau}c_ie^{-iH\tau}$,
\begin{equation}
G_{ij}(\tau)=-i\theta(\tau)\langle 0|c_i(\tau)c_j^\dagger+c_j^\dagger c_i(\tau)|0\rangle .
\end{equation}
Insert complete sets of states, $|n\rangle$ with $N+1$ and $|m\rangle$ with $N-1$ electrons:
\begin{align}
\langle 0|c_i(\tau)c_j^\dagger|0\rangle&=\sum_n\langle0|c_i|n\rangle\langle n|c_j^\dagger|0\rangle e^{-i(E_n-E_0)\tau},\\
\langle 0|c_j^\dagger c_i(\tau)|0\rangle&=\sum_m\langle0|c_j^\dagger|m\rangle\langle m|c_i|0\rangle e^{-i(E_0-E_m)\tau}.
\end{align}
So there are poles $s$ at $\varepsilon_s=E_n-E_0$ (addition) or $E_0-E_m$ (removal), each with a weight matrix $W^s$. Define $x_j=\langle n|c_j^\dagger|0\rangle$ and $y_i=\langle m|c_i|0\rangle$. Complex conjugation gives $\langle0|c_i|n\rangle=x_i^*$ and $\langle0|c_j^\dagger|m\rangle=y_j^*$, hence
\begin{equation}
W^{n}_{ij}=x_i^*x_j,\qquad W^{m}_{ij}=y_iy_j^*,\qquad A_{ij}(\omega)=\sum_sW^s_{ij}\,\delta(\omega-\varepsilon_s).
\label{A}
\end{equation}
For $i=j$ these are squares. For $i\ne j$ each is a product of two different amplitudes, and nothing fixes its sign or even makes it real.

\section*{What remains positive}

\textbf{Q:} Then is positivity simply lost once there are two indices?

\textbf{A:} It belongs to the matrix. For any complex numbers $v_i$,
\begin{align}
\sum_{ij}v_i^*W^n_{ij}v_j&=\Big|\sum_jx_jv_j\Big|^2=\Big|\langle n|\sum_jv_jc_j^\dagger|0\rangle\Big|^2\ge0,\\
\sum_{ij}v_i^*W^m_{ij}v_j&=\Big|\sum_iv_i^*y_i\Big|^2=\Big|\langle m|\sum_iv_i^*c_i|0\rangle\Big|^2\ge0.
\end{align}
Thus $v^\dagger A(\omega)v$ is a sum of delta functions with nonnegative coefficients. It is the ordinary spectrum of the orbital $\sum_jv_j\phi_j$, whose creation operator is $\sum_jv_jc_j^\dagger$. The weights are also Hermitian, $W_{ij}=W_{ji}^*$. That is the meaning of a positive semidefinite spectral matrix.

\textbf{Q:} What does $A_{12}$ itself measure, if not a probability?

\textbf{A:} Interference. Take the normalised orbital $(\phi_1+s\phi_2)/\sqrt2$ with $|s|=1$. Its spectrum is
\begin{equation}
A_{(s)}=\tfrac12(A_{11}+A_{22}+sA_{12}+s^*A_{21})=\tfrac12(A_{11}+A_{22})+\mathrm{Re}(sA_{12}),
\end{equation}
because $A_{21}=A_{12}^*$. Setting $s=\pm1$ adds $\pm\mathrm{Re}A_{12}$ to the average; setting $s=\pm i$ adds $\mp\mathrm{Im}A_{12}$. Therefore
\begin{equation}
\mathrm{Re}A_{12}=\tfrac12\big(A_{(1)}-A_{(-1)}\big),\qquad
\mathrm{Im}A_{12}=\tfrac12\big(A_{(-i)}-A_{(i)}\big).
\end{equation}
Each term on the right is a nonnegative spectrum, but a difference of two such spectra can have either sign. Your negative peak says that at this energy the out-of-phase combination of the two sites carries more weight than the in-phase one.

\section*{How large it can be}

\textbf{Q:} Can the negative part be arbitrarily large?

\textbf{A:} No. Let $M$ be any positive semidefinite Hermitian matrix. Choose $v_i=M_{jj}$, $v_j=-M_{ji}$ and all other components zero. Row $i$ of $Mv$ is $M_{ii}M_{jj}-|M_{ij}|^2$, and row $j$ is $M_{ji}M_{jj}-M_{jj}M_{ji}=0$. Hence
\begin{equation}
0\le v^\dagger Mv=M_{jj}\big(M_{ii}M_{jj}-|M_{ij}|^2\big).
\end{equation}
If $M_{jj}>0$, division gives
\begin{equation}
|M_{ij}|\le\sqrt{M_{ii}M_{jj}} .
\label{bound}
\end{equation}
If $M_{jj}=0$, take $v_i=1$, $v_j=-\lambda M_{ji}$. Then $M_{ii}-2\lambda|M_{ij}|^2\ge0$ for every positive $\lambda$, which forces $M_{ij}=0$, and the bound still holds.

\textbf{Q:} So I put $M=A(\omega)$. But my $A$ consists of delta functions, and I do not know how to multiply those.

\textbf{A:} Nor should you. Apply the bound to objects that are finite: the weight matrix of a pole, the integral of $A$ over an energy window, or $A$ broadened with a nonnegative kernel. Each is a sum of positive semidefinite matrices with nonnegative coefficients. A kernel with negative lobes, such as the one produced by cutting the time signal off sharply, gives no such guarantee: a single pole then makes even $A_{11}$ negative at some energies.

\textbf{Q:} Is the bound ever reached?

\textbf{A:} At a pole with one final state, yes: $|W_{12}|^2=|x_1|^2|x_2|^2=W_{11}W_{22}$, and likewise for removal. With several final states at one energy, the terms can cancel, partly or even completely. Take free electrons on a three-site ring with hopping $-t$ on each bond. The Heisenberg equation $i\dot c_i=\sum_kh_{ik}c_k$ gives $\{c_i(\tau),c_j^\dagger\}=(e^{-ih\tau})_{ij}$, so the weight at each level is the projector onto its eigenvectors. The uniform vector has energy $-2t$. The two vectors orthogonal to it have energy $+t$, and their projector is $\delta_{ij}-\tfrac13$. So $W_{11}=2/3$, $W_{12}=-1/3$, and the ratio $|W_{12}|/\sqrt{W_{11}W_{22}}$ is $1/2$.

\textbf{Q:} If I verify the bound for every pair of orbitals, have I verified positivity?

\textbf{A:} For two orbitals, with nonnegative diagonal elements, yes. For three, no. A matrix with diagonal elements $1$ and off-diagonal elements $-0.9$ satisfies every pairwise bound, yet $v=(1,1,1)/\sqrt3$ gives $1+2(-0.9)=-0.8$. The eigenvalues decide.

\section*{The integral over energy}

\textbf{Q:} Perhaps I can still choose orbital phases so that $A_{12}$ becomes positive. Replacing $\phi_2$ by $-\phi_2$ flips its sign.

\textbf{A:} It flips the sign at every energy at once. Integrate equation (\ref{A}) and use completeness:
\begin{equation}
\int A_{ij}\,d\omega=\langle0|c_ic_j^\dagger|0\rangle+\langle0|c_j^\dagger c_i|0\rangle=\langle0|\{c_i,c_j^\dagger\}|0\rangle=\delta_{ij}.
\label{sum}
\end{equation}
For $i\ne j$ and any fixed angle $a$, the real function $\mathrm{Re}(e^{ia}A_{ij})$ integrates to zero. It either vanishes identically or takes both signs. No constant phase can make a nonzero $A_{12}$ nonnegative, so your expectation could hold only for $A_{12}=0$.

\textbf{Q:} Why isn't it zero, then, for two orthogonal orbitals?

\textbf{A:} Orthogonality fixes only the total weight. Look at the first moment. Since $\langle0|[c_i,H]|n\rangle=(E_n-E_0)\langle0|c_i|n\rangle$ and $\langle m|[c_i,H]|0\rangle=(E_0-E_m)\langle m|c_i|0\rangle$,
\begin{equation}
\int\omega A_{ij}\,d\omega=\langle0|\{[c_i,H],c_j^\dagger\}|0\rangle .
\end{equation}
For a Hubbard Hamiltonian with one-electron matrix $h$ and on-site repulsion $U$, $[c_{i\sigma},H]=\sum_kh_{ik}c_{k\sigma}+Un_{i,-\sigma}c_{i\sigma}$. The anticommutator with $c_{j\sigma}^\dagger$ is $h_{ij}+Un_{i,-\sigma}\delta_{ij}$. For $i\ne j$ the moment is $h_{ij}$. Hopping between two sites therefore forces a nonzero $A_{ij}$: $\mathrm{Re}A_{ij}$ takes both signs if $\mathrm{Re}\,h_{ij}\ne0$, and $\mathrm{Im}A_{ij}$ does so if $\mathrm{Im}\,h_{ij}\ne0$.

\textbf{Q:} I once integrated a photoemission-type $A_{12}$, removal only, and did not get zero.

\textbf{A:} The removal part integrates to $\langle c_j^\dagger c_i\rangle$, the bond order for one spin. The addition part integrates to $\delta_{ij}-\langle c_j^\dagger c_i\rangle$. For $i\ne j$ the two parts cancel each other; the removal part alone integrates to zero only if the bond order is zero.

\section*{The dimer by hand}

\textbf{Q:} Show me this in my own example: two sites, two electrons, hopping $-t$ with $t>0$, and repulsion $U$.

\textbf{A:} Use $b=(c_1+c_2)/\sqrt2$ and $a=(c_1-c_2)/\sqrt2$ for each spin, with one-electron energies $-t$ and $+t$. Let $|bb\rangle=b_\uparrow^\dagger b_\downarrow^\dagger|\mathrm{vac}\rangle$ and $|aa\rangle=a_\uparrow^\dagger a_\downarrow^\dagger|\mathrm{vac}\rangle$. Expanding in sites,
\begin{equation}
|bb\rangle=\tfrac12(D+X),\qquad|aa\rangle=\tfrac12(D-X),
\end{equation}
where $D$ is the sum of the two doubly occupied configurations and $X=(c_{1\uparrow}^\dagger c_{2\downarrow}^\dagger+c_{2\uparrow}^\dagger c_{1\downarrow}^\dagger)|\mathrm{vac}\rangle$. The repulsion multiplies $D$ by $U$ and annihilates $X$. Acting on either state it gives $\tfrac U2D=\tfrac U2(|bb\rangle+|aa\rangle)$. In this basis
\begin{equation}
H=\begin{pmatrix}-2t+U/2&U/2\\U/2&2t+U/2\end{pmatrix},\qquad E_0=\frac{U-R}{2},\quad R=\sqrt{16t^2+U^2}.
\end{equation}
The remaining two-electron states are triplets at energy $0$ and an odd singlet at $U$; for $U\ge0$ both lie above $E_0<0$.

Write $|0\rangle=\alpha|bb\rangle-\beta|aa\rangle$. The first row of the eigenvalue equation gives $\beta/\alpha=(R-4t)/U$ for $U>0$. Since $U^2=(R-4t)(R+4t)$, we have $\beta^2/\alpha^2=(R-4t)/(R+4t)$, and normalisation gives
\begin{equation}
\alpha^2=\tfrac12(1+4t/R),\qquad\beta^2=\tfrac12(1-4t/R).
\end{equation}

Removing $b_\uparrow$ leaves a $b_\downarrow$ electron at $-t$, with weight $\alpha^2$; removing $a_\uparrow$ leaves $a_\downarrow$ at $+t$, with weight $\beta^2$. Adding $b_\uparrow$ is possible only in $|aa\rangle$, with weight $\beta^2$. The three electrons then have one-electron energy $-t+2t=t$ and repulsion $U$, because one site is doubly occupied. Adding $a_\uparrow$ to $|bb\rangle$ has weight $\alpha^2$ and final energy $U-t$.

The $b$ and $a$ final states have different parity, so $A_{ba}=0$. From $c_1=(b+a)/\sqrt2$ and $c_2=(b-a)/\sqrt2$,
\begin{equation}
A_{11}=A_{22}=\tfrac12(A_b+A_a),\qquad A_{12}=\tfrac12(A_b-A_a).
\label{ba}
\end{equation}
The weights of $A_{12}$ are
\begin{align}
+\alpha^2/2&\ \text{at}\ E_0+t, & -\beta^2/2&\ \text{at}\ E_0-t,\nonumber\\
-\alpha^2/2&\ \text{at}\ U-t-E_0, & +\beta^2/2&\ \text{at}\ U+t-E_0.
\end{align}
They sum to zero. Their first moment, with $U-2E_0=R$, is
\begin{equation}
\tfrac12\big[\alpha^2(2t-R)+\beta^2(2t+R)\big]=t-\tfrac R2(\alpha^2-\beta^2)=t-2t=-t,
\end{equation}
which is the hopping matrix element.

\textbf{Q:} With $t=1$ eV and $U=4$ eV?

\textbf{A:} Then $R=\sqrt{32}=5.657$ eV, $E_0=-0.828$ eV, $\alpha^2=0.854$ and $\beta^2=0.146$. The weights of $A_{12}$ are $-0.073$ at $-1.828$ eV, $+0.427$ at $0.172$ eV, $-0.427$ at $3.828$ eV and $+0.073$ at $5.828$ eV. The first two are removal poles and sum to the bond order per spin, $2t/R=0.354$. The removal part of $A_{11}$ integrates to $0.5$, so the window bound is satisfied.

Now replace each delta function by a Lorentzian of half width $\eta=0.2$ eV. At $0.172$ eV, $A_{11}=0.683$ and $A_{12}=+0.676$ eV$^{-1}$; at $3.828$ eV, $A_{11}$ is the same and $A_{12}=-0.676$ eV$^{-1}$. Their ratio is $0.991$ in magnitude. It is below one because the tails of $A_a$ add to $A_{11}$ but subtract from $A_{12}$ at the first peak, with $a$ and $b$ exchanged at the second. For $\eta=0.001$ eV the ratio at $0.172$ eV is $0.9999998$, close to the saturation of an isolated pole. At $\omega=U/2$, $A_{12}$ vanishes: the poles form pairs symmetric about $U/2$ with opposite weights.

\textbf{Q:} So the repulsion creates the negative peaks?

\textbf{A:} Only one of them. At $U=0$, $\alpha^2=1$, and $A_{12}$ has weight $+1/2$ at $-t$ and $-1/2$ at $+t$. These are the bonding and antibonding levels, so one negative peak is present without any repulsion. For $U>0$, $\beta^2$ is no longer zero, and a second pole with negative weight appears at $E_0-t$. At small $U$ this weight is small, and in a broadened spectrum the tail of the positive peak at $E_0+t$ can hide it. For $U\gg t$, $\alpha^2$ and $\beta^2$ both approach $1/2$. The bond order tends to zero, but each weight approaches $1/4$ in magnitude; the cancellation then occurs within the removal part and within the addition part separately.

\section*{Taking an imaginary part}

\textbf{Q:} I obtained $A_{12}$ as $-\mathrm{Im}\,G_{12}/\pi$. Was that correct?

\textbf{A:} For this dimer, yes. In general, transform to energy with a damping $e^{-\eta\tau}$:
\begin{equation}
G_{ij}(\omega+i\eta)=\int_0^\infty e^{i(\omega+i\eta)\tau}G_{ij}(\tau)\,d\tau=\sum_s\frac{W^s_{ij}}{\omega-\varepsilon_s+i\eta}.
\end{equation}
Because $W^s$ is Hermitian, taking the matrix adjoint of $G$ changes only the sign of $i\eta$. With $u_s=\omega-\varepsilon_s$,
\begin{equation}
A^\eta=\frac{i}{2\pi}(G-G^\dagger)=\sum_sW^s\,\frac{\eta/\pi}{u_s^2+\eta^2}.
\end{equation}
The element-by-element imaginary part is instead
\begin{equation}
-\frac1\pi\mathrm{Im}\,G_{ij}=\sum_s\frac{\eta\,\mathrm{Re}W^s_{ij}-u_s\,\mathrm{Im}W^s_{ij}}{\pi(u_s^2+\eta^2)}.
\end{equation}
The two agree for real weights, which a Hamiltonian with real matrix elements provides. For complex weights each pole of the second expression carries a dispersive term, which falls off as $1/u_s$, more slowly than the Lorentzian.

\textbf{Q:} Is that term more than a nuisance?

\textbf{A:} It can break the bound. At large $|\omega|$, use $u_s/(u_s^2+\eta^2)\simeq1/\omega+\varepsilon_s/\omega^2$. For $i\ne j$ the first contribution disappears by equation (\ref{sum}). The second gives $-\mathrm{Im}h_{ij}/(\pi\omega^2)$ in a Hubbard model, while the $\mathrm{Re}W$ part is smaller by a further power of $\omega$. The diagonal elements approach $\eta/(\pi\omega^2)$. The apparent ratio tends to $|\mathrm{Im}h_{ij}|/\eta$, which exceeds one for small enough $\eta$.

Consider two electrons on a three-site ring with site energies $0$, $0.3$ and $0.6$ eV, $U=3$ eV, and $h_{12}=h_{23}=h_{31}=-e^{i\pi/6}$ eV. The total phase $\pi/2$ represents a magnetic flux; changing orbital phases cannot remove it. I solved the full many-electron matrix problem numerically with $\eta=0.3$ eV. Between $-8$ and $12$ eV, on a grid of spacing $0.05$ eV, $\mathrm{Re}A_{12}$ runs from $-0.196$ to $0.351$ eV$^{-1}$ and $\mathrm{Im}A_{12}$ from $-0.1549$ to $0.2405$ eV$^{-1}$. The eigenvalues of $A^\eta$ stay positive there, and the largest pairwise ratio is $0.959$. The element-by-element expression differs from $A_{12}$ by up to $0.254$ eV$^{-1}$. At $-2000$ eV its bound ratio is $1.666$, against the limit $0.5/0.3=1.667$.

\section*{Atomic orbitals that overlap}

\textbf{Q:} In a molecular code my atomic orbitals are not orthogonal. Must the off-diagonal integral still vanish?

\textbf{A:} No. Define $a_i=\int\chi_i^*\psi$ for atomic orbitals $\chi_i$ and field operator $\psi$ of the chosen spin. Then $\{a_i,a_j^\dagger\}=\int\chi_i^*\chi_j=S_{ij}$, and the integral is the overlap. The positivity proof never used the anticommutator, so it and the bound survive.

For H$_2$ with one function per atom and overlap $S$, symmetry gives $\phi_{g,u}=(\chi_1\pm\chi_2)/\sqrt{2(1\pm S)}$. Thus $\langle\chi_1|\phi_g\rangle=\langle\chi_2|\phi_g\rangle=\sqrt{(1+S)/2}$ and $\langle\chi_1|\phi_u\rangle=-\langle\chi_2|\phi_u\rangle=\sqrt{(1-S)/2}$, so
\begin{equation}
A_{12}=\tfrac{1+S}{2}A_g-\tfrac{1-S}{2}A_u .
\end{equation}
Its integral is $S$, but the $u$ poles remain negative.

At $0.80$ angstrom, the two STO-3G basis functions have overlap $S=0.621$. With full configuration interaction in this basis, the atomic weights are $-0.003$ at $-34.99$ eV, $+0.798$ at $-15.72$ eV ($-0.578$ hartree), $-0.187$ at $17.30$ eV and $+0.013$ at $37.21$ eV. They sum to $0.621$. In symmetrically orthogonalised orbitals, $A_{12}=\frac12(A_g-A_u)$; the weights become $-0.008$, $+0.492$, $-0.492$ and $+0.008$, with sum zero. These numbers belong to the minimal basis and are not converged properties of H$_2$. With full configuration interaction in aug-cc-pVTZ and the weights taken on the same two STO-3G functions, the main removal pole moves to $-15.99$ eV with weight $+0.768$, and the negative removal pole to $-32.88$ eV with weight $-0.002$. The discrete addition levels at positive energy belong to the finite basis and are not bound states of an extra electron: the lowest falls from $17.30$ eV to $4.80$ eV in cc-pVDZ, where its weight is $-0.103$, and to $1.55$ eV in aug-cc-pVDZ.

\textbf{Q:} And if I use the expansion coefficients of $\psi$ in the atomic orbitals?

\textbf{A:} They are $\tilde a_i=\sum_j(S^{-1})_{ij}a_j$, with $S$ now the overlap matrix. Their anticommutator is $S^{-1}SS^{-1}=S^{-1}$. Here its off-diagonal element is $-0.621/(1-0.621^2)=-1.01$, so even the integrated off-diagonal spectrum is negative, while the matrix stays positive semidefinite.

\textbf{Q:} Then I should leave my negative peaks alone, and test the eigenvalues of the broadened matrix instead.

\textbf{A:} Yes, and test its integral over all energies against the overlap matrix $S$ of your orbitals, or against $S^{-1}$ if you use the expansion coefficients; a finite energy window misses the tails of the broadening. With a nonnegative broadening kernel, a negative eigenvalue beyond rounding error means that your result does not have the form of equation (\ref{A}), through an error or through an approximation that does not preserve that form; a negative off-diagonal element means no such thing.
